**Effective Schottky source barrier with a tunnelling cutoff width**

For a long, charge-free thin-body channel, the program examines $\Phi_{\rm eff}=U_g+\max(\Phi_B-U_g,0)e^{-d/\lambda}$, where $\tan(t_s/\lambda)\tan(t_{ox}/\lambda)=\varepsilon_{ox}/\varepsilon_s$. Here $\Phi_B$ and $U_g$ are the subband edge at the metal and deep in the channel, relative to the source Fermi level; $d$ is the largest forbidden width treated as transparent; $t_s,\varepsilon_s$ and $t_{ox},\varepsilon_{ox}$ are the thickness and permittivity of film and insulator. The program asserts that a finite-element mode calculation reproduces $\lambda$, and that a direct search over forbidden widths reproduces the barrier on both sides of $U_g=\Phi_B$. It also asserts agreement of the current integral, the gate change per decade and the closed WKB transmission with numerical quadrature or differences. For the model parameters the output gives $\lambda=38.2$ Å, $\Phi_{\rm eff}=0.237$ eV and 0.109 eV of gate change per decade. The WKB current corresponds to a barrier of 0.250 eV, and wave calculations with two metal band depths give 0.246 and 0.262 eV; the program asserts that both lie within $kT$ of the WKB value. The matching cutoff width varies between about 25 and 26 Å over three gate settings, so a fixed $d$ is an approximation.

## Program and output

```python
"""Effective source barrier of a long thin-body Schottky transistor.
Result under test:
  Phi_eff = U_g + max(Phi_B - U_g, 0) exp(-d/lambda)
  tan(t_s/lambda) tan(t_ox/lambda) = eps_ox/eps_s   (largest lambda)
Phi_B: subband edge at the metal; U_g: edge deep in the channel;
d: largest forbidden width treated as transparent. Energies are relative
to the source Fermi level. Inputs are in eV and angstrom; wave mechanics
uses atomic units. Mobile charge and image force are neglected.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
temperature = 300.0
kT = const.k * temperature / const.e
t_s, t_ox = 20.0, 20.0
eps_s, eps_ox = 12.0, 4.0
mass = 0.1
phi_b, u_main, d = 0.40, 0.10, 30.0

# Scale length from the continuity condition.
k_max = np.pi / (2 * max(t_s, t_ox))
k_mode = brentq(lambda k: np.tan(k*t_s)*np.tan(k*t_ox) - eps_ox/eps_s,
                1e-8, k_max*(1 - 1e-8))
lam = 1 / k_mode
lam_thin = np.sqrt(eps_s*t_s*t_ox/eps_ox)


def barrier(u_g, length=lam):
    return u_g + max(phi_b-u_g, 0.0)*np.exp(-d/length)


# Independent finite-element solution of the layered electrostatics.
n_layer = 200
y = np.r_[np.linspace(0, t_s, n_layer+1),
          np.linspace(t_s, t_s+t_ox, n_layer+1)[1:]]
size = len(y)
stiff, weight = np.zeros((size, size)), np.zeros((size, size))
for j in range(size-1):
    h = y[j+1]-y[j]
    eps = eps_s if j < n_layer else eps_ox
    block = np.ix_([j, j+1], [j, j+1])
    stiff[block] += eps/h*np.array([[1, -1], [-1, 1]])
    weight[block] += eps*h/6*np.array([[2, 1], [1, 2]])
k_squared, modes = eigh(stiff[:-1, :-1], weight[:-1, :-1])
lam_fem = 1/np.sqrt(k_squared[0])
assert abs(lam_fem/lam-1) < 1e-4

density = np.sin(np.pi*y[:n_layer+1]/t_s)**2
density /= density.sum()


def layered_edge(face, x):
    coefficients = modes.T @ (weight[:-1, :] @ face)
    profile = modes @ (coefficients*np.exp(-np.sqrt(k_squared)*x))
    return u_main+(phi_b-u_main)*(density @ profile[:n_layer+1])


ramp_face = np.where(y <= t_s, 1.0, (t_s+t_ox-y)/t_ox)
metal_face = np.ones(size)
metal_face[-1] = 0.0
edge_ramp = layered_edge(ramp_face, d)
edge_metal = layered_edge(metal_face, d)
assert abs(edge_ramp-barrier(u_main)) < 0.01

# Search for the threshold directly from the forbidden width.
x_grid = np.linspace(0, 20*lam, 200001)
dx = x_grid[1]-x_grid[0]


def searched_barrier(u_g):
    edge = u_g+(phi_b-u_g)*np.exp(-x_grid/lam)
    low, high = min(u_g, phi_b)-0.1, max(u_g, phi_b)+0.1
    for _ in range(35):
        middle = (low+high)/2
        if np.count_nonzero(edge > middle)*dx <= d:
            high = middle
        else:
            low = middle
    return high


for u_g in (0.5, 0.3, 0.2, 0.1):
    assert abs(searched_barrier(u_g)-barrier(u_g)) < 5e-5
u_off = 0.5
unrestricted = u_off+(phi_b-u_off)*np.exp(-d/lam)
assert abs(unrestricted-searched_barrier(u_off)) > 0.02


def switch_integral(u_g):
    start = searched_barrier(u_g)
    return quad(lambda e: expit(-e/kT), start, start+40*kT,
                epsabs=1e-15)[0]


j_switch = switch_integral(u_main)
assert np.isclose(j_switch, kT*np.log1p(np.exp(-barrier(u_main)/kT)),
                  rtol=2e-3)
step = 0.01
decades = np.log10(switch_integral(u_main-step) /
                   switch_integral(u_main+step))
swing_numeric = 2*step/decades
swing = kT*np.log(10)/(1-np.exp(-d/lam))
assert abs(swing_numeric/swing-1) < 0.005


def wkb(energy_above_channel, u_g):
    drop = phi_b-u_g
    q = np.clip(np.asarray(energy_above_channel)/drop, 0, 1)
    bracket = np.sqrt(1-q)-np.sqrt(q)*np.arccos(np.sqrt(q))
    return np.exp(-4*lam/BOHR*np.sqrt(2*mass*drop/HARTREE)*bracket)


# Compare the closed transmission with direct integration of the action.
for fraction in (0.1, 0.4, 0.8):
    drop = phi_b-u_main
    turn = lam*np.log(1/fraction)
    action = quad(lambda x: np.sqrt(max(0.0, 2*mass*drop/HARTREE *
                  (np.exp(-x/lam)-fraction))), 0, turn)[0]/BOHR
    assert np.isclose(np.exp(-2*action), wkb(fraction*drop, u_main),
                      rtol=1e-5)

energy = np.linspace(1e-4, 1.2, 2401)


def current_barrier(transmission, u_g):
    integral = trapezoid(transmission*expit(-(u_g+energy)/kT), energy)
    return -kT*np.log(np.expm1(integral/kT))


def wkb_barrier(u_g):
    return current_barrier(wkb(energy, u_g), u_g)


def matching_width(u_g):
    return lam*np.log((phi_b-u_g)/(wkb_barrier(u_g)-u_g))


# Propagate an outgoing wave back to a metal with the same mass.
def wave_transmission(metal_depth):
    end, steps = 12*lam/BOHR, 1800
    h = -end/steps
    k_right = np.sqrt(2*mass*energy/HARTREE)
    k_metal = np.sqrt(2*mass*(energy+u_main+metal_depth)/HARTREE)
    psi = np.ones_like(energy, dtype=complex)
    slope = 1j*k_right

    def curvature(x):
        return 2*mass*((phi_b-u_main)*np.exp(-x*BOHR/lam)-energy)/HARTREE

    x = end
    for _ in range(steps):
        c0, c1, c2 = curvature(x), curvature(x+h/2), curvature(x+h)
        p1, s1 = slope, c0*psi
        p2, s2 = slope+h*s1/2, c1*(psi+h*p1/2)
        p3, s3 = slope+h*s2/2, c1*(psi+h*p2/2)
        p4, s4 = slope+h*s3, c2*(psi+h*p3)
        psi = psi+h*(p1+2*p2+2*p3+p4)/6
        slope = slope+h*(s1+2*s2+2*s3+s4)/6
        x += h
    flux = np.imag(np.conj(psi)*slope)
    assert np.max(np.abs(flux/k_right-1)) < 1e-4
    incident = (psi+slope/(1j*k_metal))/2
    return k_right/(k_metal*np.abs(incident)**2)


phi_wkb = wkb_barrier(u_main)
wave_barriers = []
for depth in (1.0, 5.0):
    value = current_barrier(wave_transmission(depth), u_main)
    wave_barriers.append((depth, value))
    # An order-one transmission prefactor changes this barrier by about kT.
    assert abs(value-phi_wkb) < kT

swing_wkb = (2*step*kT*np.log(10) /
             (wkb_barrier(u_main+step)-wkb_barrier(u_main-step)))
widths = [matching_width(u) for u in (0.3, 0.2, 0.1)]
assert max(widths)-min(widths) > 0.5


def charge_shift(u_g):
    sheet = mass*(kT/HARTREE)/np.pi*np.log1p(np.exp(-u_g/kT))
    return 4*np.pi*sheet*(t_ox/BOHR)/eps_ox*HARTREE


assert charge_shift(u_main) < 0.01 < charge_shift(0.0)

print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Body thickness: {t_s:.1f} angstrom")
print(f"Insulator thickness: {t_ox:.1f} angstrom")
print(f"Relative permittivities, body and insulator: {eps_s:g}, {eps_ox:g}")
print(f"Effective mass: {mass:.2f} electron masses")
print(f"Contact barrier Phi_B: {phi_b:.3f} eV")
print(f"Deep-channel edge U_g: {u_main:.3f} eV")
print(f"Chosen transparent width d: {d:.1f} angstrom")
print(f"Scale length lambda: {lam:.3f} angstrom = {lam/BOHR:.3f} bohr")
print(f"Finite-element scale length: {lam_fem:.3f} angstrom")
print(f"Thin-layer scale length: {lam_thin:.3f} angstrom")
print(f"Ratio d/lambda: {d/lam:.4f}")
print(f"Factor exp(-d/lambda): {np.exp(-d/lam):.4f}")
print(f"Effective barrier: {barrier(u_main):.4f} eV = "
      f"{barrier(u_main)/HARTREE:.6f} hartree")
print(f"Barrier from width search: {searched_barrier(u_main):.4f} eV")
print(f"Barrier with thin-layer length: {barrier(u_main, lam_thin):.4f} eV")
print(f"Layered edge at d, linear end face: {edge_ramp:.4f} eV")
print(f"Layered edge at d, metal end face: {edge_metal:.4f} eV")
print(f"Switch-model energy integral J: {j_switch:.4e} eV")
print(f"Switch-model gate change: {swing:.4f} eV per decade")
print(f"Gate change from quadrature: {swing_numeric:.4f} eV per decade")
print(f"WKB gate change: {swing_wkb:.4f} eV per decade")
print(f"WKB transmission at switch threshold: "
      f"{float(wkb(barrier(u_main)-u_main, u_main)):.4f}")
for u_g in (0.3, 0.2, 0.1):
    print(f"U_g {u_g:.1f} eV: switch barrier {barrier(u_g):.4f} eV; "
          f"WKB current barrier {wkb_barrier(u_g):.4f} eV; "
          f"matching width {matching_width(u_g):.2f} angstrom")
for depth, value in wave_barriers:
    print(f"Metal band depth {depth:.1f} eV: "
          f"wave current barrier {value:.4f} eV")
print(f"Off case U_g: {u_off:.3f} eV; correct barrier: "
      f"{barrier(u_off):.4f} eV; unrestricted formula: {unrestricted:.4f} eV")
for u_g in (0.1, 0.0):
    print(f"Mobile-charge shift estimate at U_g {u_g:.1f} eV: "
          f"{charge_shift(u_g):.4f} eV")
print("success")
```

Running it gives:

```
Temperature: 300 K; kT: 0.02585 eV
Body thickness: 20.0 angstrom
Insulator thickness: 20.0 angstrom
Relative permittivities, body and insulator: 12, 4
Effective mass: 0.10 electron masses
Contact barrier Phi_B: 0.400 eV
Deep-channel edge U_g: 0.100 eV
Chosen transparent width d: 30.0 angstrom
Scale length lambda: 38.197 angstrom = 72.182 bohr
Finite-element scale length: 38.197 angstrom
Thin-layer scale length: 34.641 angstrom
Ratio d/lambda: 0.7854
Factor exp(-d/lambda): 0.4559
Effective barrier: 0.2368 eV = 0.008702 hartree
Barrier from width search: 0.2368 eV
Barrier with thin-layer length: 0.2262 eV
Layered edge at d, linear end face: 0.2384 eV
Layered edge at d, metal end face: 0.2447 eV
Switch-model energy integral J: 2.7195e-06 eV
Switch-model gate change: 0.1094 eV per decade
Gate change from quadrature: 0.1094 eV per decade
WKB gate change: 0.1085 eV per decade
WKB transmission at switch threshold: 0.0901
U_g 0.3 eV: switch barrier 0.3456 eV; WKB current barrier 0.3511 eV; matching width 25.67 angstrom
U_g 0.2 eV: switch barrier 0.2912 eV; WKB current barrier 0.3031 eV; matching width 25.31 angstrom
U_g 0.1 eV: switch barrier 0.2368 eV; WKB current barrier 0.2504 eV; matching width 26.37 angstrom
Metal band depth 1.0 eV: wave current barrier 0.2461 eV
Metal band depth 5.0 eV: wave current barrier 0.2624 eV
Off case U_g: 0.500 eV; correct barrier: 0.5000 eV; unrestricted formula: 0.4544 eV
Mobile-charge shift estimate at U_g 0.1 eV: 0.0020 eV
Mobile-charge shift estimate at U_g 0.0 eV: 0.0677 eV
success
```
